# Where the bands of metallic carbon nanotubes cross, part 2

At which axial wave numbers $k$ do the bands of a metallic carbon tube meet at $E=0$? The sought rule uses only the divisors $d$ and $d_R$ below. The example tubes $(n,m)$ are (9,0), (6,3), (7,4) and (5,5).

The sheet vectors $\mathbf a_1,\mathbf a_2$ have length $a=0.246$ nm and meet at 60 degrees. Lattice point $\mathbf r$ carries atom A at $\mathbf r$ and atom B at $\mathbf r+(\mathbf a_1+\mathbf a_2)/3$. Each atom has one pi orbital of energy zero, and every nearest-neighbour bond has matrix element $-t$, with $t=2.70$ eV. Steps $\mathbf a_1,\mathbf a_2$ give a state phases $\alpha,\beta$, and $E=\pm t|f|$ with $f=1+e^{-i\alpha}+e^{-i\beta}$. The only zeros of $f$, up to multiples of $2\pi$, are $K=(2\pi/3,-2\pi/3)$ and $K'=-K$.

The circumference is $\mathbf C=n\mathbf a_1+m\mathbf a_2$, so

$$n\alpha+m\beta=2\pi\mu,\qquad \mu\ \text{an integer}. \tag{1}$$

The tube is metallic when 3 divides $n-m$. Let $d=\gcd(n,m)$, $n=dn'$, $m=dm'$ and $d_R=\gcd(2n+m,2m+n)$. Then

$$
d_R=\begin{cases}3d,&3\mid(n'-m'),\\ d,&3\nmid(n'-m').\end{cases} \tag{7}
$$

The shortest axial period is $\mathbf T=t_1\mathbf a_1+t_2\mathbf a_2$, of length $T$, with $t_1=(2m+n)/d_R$ and $t_2=-(2n+m)/d_R$. Its cell holds $N=|nt_2-mt_1|$ hexagons, or $2N$ atoms. One period gives the phase

$$kT=t_1\alpha+t_2\beta\pmod{2\pi}. \tag{8}$$

At $K$ this is

$$
\begin{aligned}
(kT)_K&=\frac{2\pi}{3}(t_1-t_2)\\
&=\frac{2\pi}{3}\,\frac{(2m+n)+(2n+m)}{d_R}
=\frac{2\pi(n+m)}{d_R}.
\end{aligned} \tag{9}
$$

At $K'$ the sign is opposite. For metallic tubes with $d_R=d$, both points give $k=0$. The case $d_R=3d$ comes next.

The semiconducting tube (8,0) has a gap of 1.267 eV without curvature; the sign of its curvature correction depends on the model.

**Case $d_R=3d$.** Equation (9) becomes $2\pi(n'+m')/3$. By (7), $n'$ and $m'$ leave the same remainder on division by 3. That remainder is not 0, since 3 would then divide both, and they are coprime. So $n'+m'$ leaves the same remainder as $2n'$, which is 1 or 2. The phase is $2\pi/3$ or $4\pi/3\equiv-2\pi/3$, and $K'$ supplies the opposite sign. The crossings are at

$$k=\pm\frac{2\pi}{3T}.$$

Because $f$ has no other zeros, there are no other crossings at $E=0$. This proves the rule for every metallic tube within the model.

The four tubes, with $(kT)_K$ taken from (9), are:

| tube | $d$ | $d_R$ | $(kT)_K$ | reduced |
|---|---:|---:|---:|---:|
| (9,0) | 9 | 9 | $2\pi$ | 0 |
| (6,3) | 3 | 3 | $6\pi$ | 0 |
| (7,4) | 1 | 3 | $22\pi/3$ | $-2\pi/3$ |
| (5,5) | 5 | 15 | $4\pi/3$ | $-2\pi/3$ |

In the last two rows $K'$ gives $+2\pi/3$. In units of inverse length,

$$
\begin{aligned}
(7,4):\quad |k|&=\frac{2\pi}{3\times1.3697\ \text{nm}}=1.529\ \text{nm}^{-1},\\
(5,5):\quad |k|&=\frac{2\pi}{3\times0.2460\ \text{nm}}=8.514\ \text{nm}^{-1}.
\end{aligned}
$$

The fraction of the Brillouin zone is the same, but the zones differ in size.

A test that uses neither $K$ nor $d_R$ finds the axial period by search, builds the real-space Hamiltonian, and scans $k$ for the smallest gap. It gives $|k|T/\pi=0$ for (9,0) and (6,3), and 0.66667 for (7,4) and (5,5).

The rule refers to the shortest period. If three cells are joined and called one, each phase $kT$ is multiplied by 3, and $\pm2\pi/3$ becomes $\pm2\pi\equiv0$. The spectrum has not changed, but every crossing is now listed at $k=0$.

### 8. How many levels meet, and do they cross?

At a fixed $k$, the conditions (1) and (8) select $N$ pairs $(\alpha,\beta)$, because the determinant of their integer coefficients has magnitude $N$. Each pair gives two levels, making the required $2N$. At $K$ or $K'$ we have $f=0$, so both of these levels lie at zero. When the two points share $k=0$, four levels per spin meet there. When they are separated, two meet at each sign of $k$.

This count was tested by diagonalizing all 30 tubes with $3\le n\le7$ and $0\le m\le n$. At $kT=0$, $2\pi/3$ and $-2\pi/3$ the numbers of zero levels were 4, 0, 0 for metallic tubes with $d_R=d$, and 0, 2, 2 for those with $d_R=3d$. Semiconducting tubes had none at these three points.

To see that the levels cross and do not merely touch, move from $K$ by a wave number $q$ along the axis. Let $x$ and $y$ be the changes of $\alpha$ and $\beta$, and let $\omega=e^{2\pi i/3}$. At $K$, $e^{-i\alpha}=\omega^*$ and $e^{-i\beta}=\omega$. To first order,

$$f=-i(\omega^*x+\omega y). \tag{10}$$

Its squared magnitude contains the cross term $2xy\,\mathrm{Re}(\omega^*\omega^*)=2xy\,\mathrm{Re}\,\omega=-xy$, so

$$|f|^2=x^2+y^2-xy .$$

If the axis makes an angle $\theta$ with $\mathbf a_1$ and $\theta+60^\circ$ with $\mathbf a_2$, then $x=aq\cos\theta$ and

$$y=aq\left(\tfrac12\cos\theta-\tfrac{\sqrt3}{2}\sin\theta\right).$$

Measuring the angle in the other sense only changes the sign of $\sin\theta$. Substitution gives

$$
\begin{aligned}
\frac{|f|^2}{a^2q^2}
&=\left(1+\tfrac14-\tfrac12\right)\cos^2\theta+\tfrac34\sin^2\theta\\
&\quad+\left(-\tfrac{\sqrt3}{2}+\tfrac{\sqrt3}{2}\right)\sin\theta\cos\theta
=\tfrac34 .
\end{aligned}
$$

The direction of the axis has dropped out. Near the crossing,

$$E=\pm\hbar v|q|,\qquad \hbar v=\frac{\sqrt3}{2}at. \tag{11}$$

Along the allowed line $f=q\,h(q)$, where $h$ is smooth and $h(0)\ne0$. The $2\times2$ Hamiltonian is therefore $q$ times a smooth matrix with eigenvalues $\pm t|h|$. Its two eigenvectors can be followed smoothly through $q=0$, with energies $+tq|h|$ and $-tq|h|$. One branch rises through zero while the other falls.

For $a=0.246$ nm and $t=2.70$ eV,

$$\hbar v=\frac{\sqrt3}{2}\times0.246\times2.70\ \text{eV nm}=0.575\ \text{eV nm},$$

or $v=8.74\times10^5$ m/s. The slopes obtained by diagonalizing the four tubes on both sides of their crossings agree with (11) to within one part in a thousand.

Other levels at the crossing wave number lie well away. For (9,0) at $k=0$, the condition $\alpha-2\beta\equiv0$ gives $\beta=\alpha/2$ or $\alpha/2+\pi$. Then $|f|=|2\cos(\alpha/2)\pm1|$ with $\alpha=2\pi\mu/9$. The smallest nonzero value occurs at $\mu=2$ with the minus sign, and yields 1.437 eV. The corresponding levels are 1.699 eV for (6,3), 0.917 eV for (7,4) and 1.669 eV for (5,5). Even for (7,4), the Boltzmann factor of that level at 300 K is $3.9\times10^{-16}$. These energies hold only at the crossing $k$. For (7,4) the level lies on the branch that passes through the opposite crossing, a distance $2\pi/(3T)$ away across the zone boundary. The linear law (11) puts it near $0.575\times1.529\ \text{eV}=0.88$ eV, and the branch falls to zero at that other crossing. In the other three tubes the level belongs to a higher band, whose edge may lie somewhat lower at another $k$.

### 9. Longer hops with the same symmetry

Suppose there is also a matrix element $-t_s$ to the six second neighbours. These join atoms of the same sublattice, and add the energy

$$-2t_s[\cos\alpha+\cos\beta+\cos(\alpha-\beta)] .$$

At $K$ each cosine is $-\tfrac12$, so the shift is $+3t_s$. It is the same for A and B and does not split the crossing.

A matrix element $-t_h$ to the three third neighbours joins A to the B atoms at $\mathbf r-\mathbf a_1-\mathbf a_2$, $\mathbf r+\mathbf a_1-\mathbf a_2$ and $\mathbf r-\mathbf a_1+\mathbf a_2$. Its phase sum is

$$f_3=e^{-i(\alpha+\beta)}+2\cos(\alpha-\beta).$$

At $K$, $\alpha+\beta=0$ and $\alpha-\beta=4\pi/3$, so $f_3=1-1=0$. Again $K$ remains a crossing point. With $t_s=0.10$ eV and $t_h=0.15$ eV, diagonalization of the four tubes kept each crossing at its predicted $k$ and moved its energy to 0.300 eV, in agreement with $3t_s$. For the degeneracy at $K$, equality of the hops within each neighbour shell is what matters, not their short range. The slope and the absence of other crossings do depend on the longer hops being weak: the slope from the A-B hops scales as $t-2t_h$, and at $t_h=t/3$ a further zero appears at $\alpha=\beta=\pi$.

### 10. What curvature does

On a real cylinder the three bonds of an atom have different directions relative to the bend, and the bend also mixes the pi orbitals with the sigma orbitals. Represent the combined effect near the crossing by effective hoppings $t+\epsilon_0$, $t+\epsilon_1$ and $t+\epsilon_2$ for the three terms of $f$, with $|\epsilon_j|\ll t$. To first order near $K$, the off-diagonal energy $tf$ is replaced by

$$F=-it(\omega^*x+\omega y)+\epsilon,\qquad \epsilon=\epsilon_0+\epsilon_1\omega^*+\epsilon_2\omega .$$

Along the allowed line, the first term is $\hbar vq\,e^{i\chi}$ with a constant phase $\chi$. Taking out that phase gives

$$|F|^2=\left[\hbar vq+\mathrm{Re}(\epsilon e^{-i\chi})\right]^2+\left[\mathrm{Im}(\epsilon e^{-i\chi})\right]^2 . \tag{12}$$

The real part shifts the minimum in $k$. The imaginary part opens a gap $2|\mathrm{Im}(\epsilon e^{-i\chi})|$. Put differently, the zero of $F$ moves in the plane of sheet wave vectors, while the allowed line stays where it is.

For an armchair tube, reflection makes $\epsilon_1=\epsilon_2$, and $\epsilon=\epsilon_0-\epsilon_1$ is real. On the allowed line $y=-x$, the first term of $F$ is $-\sqrt3\,tx$, also real. There is a shift but no gap. For a zigzag tube, $\epsilon_0=\epsilon_1$ and $\epsilon=(\epsilon_2-\epsilon_0)\omega$. On its allowed line $x=0$, the first term is $-it\omega y$. The two terms differ in phase by a right angle, so there is a gap but no shift.

To size the effect, a separate calculation puts one s and three p orbitals on each atom of the rolled, unrelaxed cylinder. Its rough carbon-like parameters are $E_s=-7.3$, $V_{ss}=-4.3$, $V_{sp}=5.0$, $V_{pp\sigma}=6.4$ and $V_{pp\pi}=-2.7$, all in eV, with the p energy at zero. The bond strengths are held fixed. The results are:

| tube | gap (meV) | shift of $\lvert k\rvert$ (nm$^{-1}$) |
|---|---:|---:|
| (9,0) | 131 | 0.000 |
| (6,3) | 85 | 0.133 |
| (7,4) | 49 | $-0.094$ |
| (5,5) | 0 | $-0.133$ |

The zigzag and armchair rows show the pattern derived from (12). In (6,3), time reversal pairs a minimum at $k$ with one at $-k$. The single crossing at $k=0$ thus becomes two gapped minima at $\pm0.133$ nm$^{-1}$. This splitting exceeds the thermal width $k_BT_{\rm abs}/(\hbar v)=0.045$ nm$^{-1}$ at $T_{\rm abs}=300$ K. For (5,5) the shift is 1.6% of the original $|k|$; for (7,4) it is about 6%.

Bending the sheet up or down by the same amount gives equivalent tubes, so an expansion of the gap in inverse diameter has no linear term. A leading inverse-square law predicts a ratio of 4 between (18,0) and (36,0), and the s,p calculation gives 3.98.

### 11. Beside real tubes

The values $a=0.246$ nm and $t=2.7$ eV are typical for carbon. The diameters, 0.62 to 0.76 nm, are at the narrow end of single-walled tubes, many of which measure roughly 1 to 2 nm, so curvature is strong here. The assumption that section 10 shows to fail is equal effective hopping on the three bonds. At 300 K, where $k_BT_{\rm abs}=25.9$ meV, the estimated gaps of (9,0), (6,3) and (7,4) are 5.1, 3.3 and 1.9 times the thermal energy. With these parameters they are not negligible at room temperature. Their values are uncertain: letting the hopping fall as the inverse square of bond length reduces the (9,0) gap from 131 to 91 meV, and those of (6,3) and (7,4) to about 54 and 32 meV. The same change raises the shifts of $|k|$ in the table by about half, to roughly 0.20 nm$^{-1}$ in size for (6,3) and (5,5), so the shifts too are only estimates. The parameter set matters as much. With $E_s=-6.0$, $V_{ss}=-4.76$, $V_{sp}=4.33$, $V_{pp\sigma}=4.37$ and $V_{pp\pi}=-2.77$ eV, the gaps of (9,0), (6,3) and (7,4) are 76, 48 and 28 meV for fixed bond strengths. For inverse-square hopping they are 34, 16 and 10 meV, the last two below the thermal energy. The shifts for (6,3) and (5,5) are then 0.07 and 0.14 nm$^{-1}$ in size for the two hopping laws. Structural relaxation and interactions between electrons are not included. The armchair tube stays gapless in this estimate because of its reflection symmetry, a protection that a twist or uneven surroundings can remove.

The divisor rule thus gives the positions for the uncurved pi model. For real tubes of the diameters treated here it locates the neighbourhood of the smallest gap, and the shifts and gaps above indicate the order of magnitude of the error. Already at 0.63 nm the sign of the curvature correction to the (8,0) gap depends on the model (section 4), and the estimates should not be carried over at all to tubes thinner than about 0.5 nm. There, stronger mixing of pi and sigma orbitals may change even which tubes are metallic, a question that the rough s,p parameters used here cannot settle. The numerical output below gives the values for each tube.

## Table of computed values

```
lattice constant a = 0.246 nm
hopping t = 2.70 eV
metallic tubes in arithmetic test = 300
tubes in zero-level test = 30
slope hbar v = 0.5752 eV nm
velocity v = 8.739e+05 m/s
(9,0): d = 9, d_R = 9, atoms per cell = 36
  diameter = 0.7047 nm, T = 0.4261 nm
  found |k|T/pi = 0.00000, |k| = 0.0000 1/nm
  zero levels there = 4, next level = 1.437 eV
  Boltzmann factor of next level = 7.3e-25
(6,3): d = 3, d_R = 3, atoms per cell = 84
  diameter = 0.6215 nm, T = 1.1273 nm
  found |k|T/pi = 0.00000, |k| = 0.0000 1/nm
  zero levels there = 4, next level = 1.699 eV
  Boltzmann factor of next level = 2.8e-29
(7,4): d = 1, d_R = 3, atoms per cell = 124
  diameter = 0.7551 nm, T = 1.3697 nm
  found |k|T/pi = 0.66667, |k| = 1.5291 1/nm
  zero levels there = 2, next level = 0.917 eV
  Boltzmann factor of next level = 3.9e-16
(5,5): d = 5, d_R = 15, atoms per cell = 20
  diameter = 0.6781 nm, T = 0.2460 nm
  found |k|T/pi = 0.66667, |k| = 8.5138 1/nm
  zero levels there = 2, next level = 1.669 eV
  Boltzmann factor of next level = 9.3e-29
(8,0): d = 8, d_R = 8, gap = 1.267 eV
trial second-neighbour hopping = 0.10 eV
trial third-neighbour hopping = 0.15 eV
crossing energy shift they cause = 0.300 eV
s,p model parameters in eV (p energy = 0):
  E_s = -7.3, V_ss = -4.3, V_sp = 5.0
  V_pp_sigma = 6.4, V_pp_pi = -2.7
kB T at 300 K = 25.85 meV
thermal width kB T/(hbar v) = 0.0449 1/nm
(9,0) curved: gap = 131.0 meV, gap/kBT = 5.07
  shift of k at minimum = 0.000 1/nm
(6,3) curved: gap = 84.5 meV, gap/kBT = 3.27
  shift of k at minimum = 0.133 1/nm
(7,4) curved: gap = 49.1 meV, gap/kBT = 1.90
  shift of k at minimum = -0.094 1/nm
(5,5) curved: gap = 0.0 meV, gap/kBT = 0.00
  shift of k at minimum = -0.133 1/nm
(9,0) gap, hopping ~ 1/length^2 = 90.9 meV
curvature gap ratio (18,0)/(36,0) = 3.984
```
